# Axiotaxy: one-dimensional plane matching along a curved interface

Before an interface calculation for a crystalline film on a crystalline substrate, one must decide how to orient the film crystal. One may match the spacing of lattice-plane traces on a chosen flat facet, or match the planes themselves in three dimensions. Both choices can make the plane traces coincide in a flat model cell, although this alone does not supply a common lattice translation. If the real interface is grooved or rounded, they have different consequences: a match built on one facet may disappear on the next, so the flat cell would then represent a small part of the interface. The theorem below separates the two cases.

## Setting and definitions

Both crystals are rigid and unstrained. A plane family of spacing $d$ is described by a vector $g$ normal to the planes, with $|g|=1/d$. There is no factor $2\pi$ in this convention. The planes are the sets $g\cdot r=m+\text{constant}$, with integer $m$. Subscripts $s$ and $f$ denote substrate and film, and

$$\Delta g=g_f-g_s .$$

The vectors $g$ and $-g$ describe the same planes. One sign of $g_f$ is chosen and kept over the whole interface, so that film and substrate planes are counted in the same sense.

The relative phase, measured in turns, is

$$\phi(r)=\Delta g\cdot r+\phi_0 .$$

The constant $\phi_0$ depends on the rigid position of the film. Displacing the film by $\tau$ replaces $g_f\cdot r$ by $g_f\cdot(r-\tau)$, which changes $\phi_0$ by $-g_f\cdot\tau$ everywhere. The planes are *in registry* on a surface if $\phi$ is constant there, modulo one turn. A suitable $\tau$ then makes the plane traces coincide.

## Lemma 1: traces on a flat facet

**Statement.** Let $n$ be the unit normal of a facet and $\theta$ the angle between $g$ and $n$. For $\sin\theta\neq0$, the plane traces are parallel lines with period $p=d/\sin\theta$. Film and substrate are in registry on the facet if and only if $\Delta g=\lambda n$ for some real $\lambda$.

**Proof.** Split $g$ into tangential and normal parts:

$$g=g_t+(g\cdot n)n,\qquad g_t\cdot n=0 .$$

A point of the facet is $r=r_0+u$ with $u\cdot n=0$. Hence $g\cdot r=g\cdot r_0+g_t\cdot u$. The traces are therefore perpendicular to $g_t$, and moving from one to the next changes $g_t\cdot u$ by one. Their period is

$$p=\frac1{|g_t|}=\frac1{|g|\sin\theta}=\frac d{\sin\theta}.$$

On the facet, $\phi$ is constant if and only if $\Delta g\cdot u=0$ for every tangent vector $u$. A vector orthogonal to the whole tangent plane is a multiple of $n$. Thus $\Delta g=\lambda n$. Conversely, $\lambda n\cdot u=0$. ∎

If $g$ is parallel to $n$, the facet is parallel to the planes and there are no periodic traces. The relative phase remains defined.

## Lemma 2: the possible matches on one facet

**Statement.** With $\theta_s$ the angle between $g_s$ and $n$, the flat-facet matches for film spacing $d_f$ have

$$\lambda_\pm=-g_s\cdot n\pm\sqrt{\frac1{d_f^2}-\frac{\sin^2\theta_s}{d_s^2}} .$$

They exist if and only if $d_f\sin\theta_s\le d_s$. For $d_f=d_s$ they are $g_f=g_s$ and the mirror vector $g_f=g_s-2(g_s\cdot n)n$.

**Proof.** Square $g_f=g_s+\lambda n$ and use $|n|=1$:

$$\frac1{d_f^2}=\frac1{d_s^2}+2\lambda(g_s\cdot n)+\lambda^2 .$$

Adding $(g_s\cdot n)^2$ to both sides completes the square:

$$(\lambda+g_s\cdot n)^2=\frac1{d_f^2}-\frac1{d_s^2}+(g_s\cdot n)^2 .$$

Since $g_s\cdot n=\cos\theta_s/d_s$, the last two terms combine to $-\sin^2\theta_s/d_s^2$. Taking the root gives $\lambda_\pm$, and a real root requires the stated inequality. For equal spacings the root is $|\cos\theta_s|/d_s=|g_s\cdot n|$, so the two values are $\lambda=0$ and $\lambda=-2g_s\cdot n$. ∎

The inequality says that the film spacing cannot exceed the substrate trace period, because the film's own trace period $d_f/\sin\theta_f$, with $\theta_f$ the angle between $g_f$ and $n$, is never shorter than $d_f$. At $\theta_s=90^\circ$ the two equal-spacing solutions merge. At $\theta_s=0$ the mirror vector is $-g_s$, which describes the same planes as $g_s$.

## Theorem: the axiotaxy condition

**Statement.** Let the interface be a connected, piecewise smooth surface with at least two non-parallel normals. The plane families are in registry on the whole interface if and only if

$$g_f=g_s .$$

This requires both equal spacings, $d_f=d_s$, and parallel planes. The film may still be rotated by any angle $\psi$ about $g_s$.

**Proof.** Suppose registry holds. The function $\phi$ is continuous on a connected surface and constant modulo one, so it cannot jump by an integer and is constant. Its derivative along every tangent vanishes. At points with non-parallel normals $n_1$ and $n_2$, the argument of Lemma 1 gives

$$\Delta g=\lambda_1n_1=\lambda_2n_2 .$$

Because $n_1$ and $n_2$ are linearly independent, $\lambda_1=\lambda_2=0$, and $\Delta g=0$.

Conversely, if $\Delta g=0$, then $\phi=\phi_0$ throughout space and hence on any surface. Rotation about $g_s$ leaves $g_f=g_s$ unchanged, so $\psi$ is free. ∎

The converse is the reason for persistence. The trace period $d/\sin\theta$ changes wherever $\theta$ changes along a curved interface, but $d$ and $\theta$ are the same for both families at every point. The two periods therefore remain equal, and no plane is gained or lost. Equal spacing alone does not suffice: the mirror solution has equal spacing but generally a different plane direction. The theorem concerns one chosen substrate family. If the facet is a mirror plane of the substrate lattice, the mirror vector is itself a substrate reciprocal vector, and the film is then axiotaxial with that symmetry-equivalent family.

**Remark on sharp edges.** The fixed sign of $g_f$ matters for facets. In a cubic frame with edge $a$, take $g_s=(2,0,2)/a$ and $g_f=(2,0,-2)/a$. On (001) both tangential parts are $(2,0,0)/a$. On (100) they are $(0,0,2)/a$ and $(0,0,-2)/a$, which have the same line direction and period but opposite counting sense. Let $u$ and $w$ be the substrate and film phases at the edge, in turns. The unlabelled lines coincide on (001) if $u=w$ and on (100) if $u=-w$, both modulo one. If the edge lies on a substrate plane or midway between two, so that $2u$ is an integer, a rigid shift giving $w=u$ makes them coincide on both facets, although $g_f\neq\pm g_s$. This is not registry with $g_s$ as defined here (in a cubic substrate this $g_f$ is itself a substrate vector, with which the film is in registry). If the edge is rounded, intermediate normals appear on which neither $g_f-g_s$ nor $g_f+g_s$ is normal to the surface, and the coincidence fails there.

## Why the matching is generically one-dimensional

Let $G_f$ and $G_s$ be a second pair of reciprocal vectors, not parallel to $g_s$. Resolve each into a component $G_\parallel$ along $g_s$ and a perpendicular length $G_\perp$. Rotation by $\psi$ changes the angle $\alpha$ between the perpendicular parts, so

$$|G_f-G_s|^2=(G_{f\parallel}-G_{s\parallel})^2+G_{f\perp}^2+G_{s\perp}^2-2G_{f\perp}G_{s\perp}\cos\alpha .$$

The minimum is at $\cos\alpha=1$:

$$\min_\psi|G_f-G_s|=\sqrt{(G_{f\parallel}-G_{s\parallel})^2+(G_{f\perp}-G_{s\perp})^2}.$$

A second match that survives curvature thus needs $G_{f\parallel}=G_{s\parallel}$ and $G_{f\perp}=G_{s\perp}$, and then a particular $\psi$. For some pairs of vectors these two equalities reduce to a single condition on the lattice parameters, but for unrelated lattices even one such condition is not generally met. On a single flat facet, a second match needs equality of two tangential components, while $\psi$ supplies one adjustable parameter. Either is an additional coincidence.

With $\psi$ free, the other film plane normals lie on cones about $g_s$. This is a fibre texture whose axis is inclined by $\theta_s$ to the surface normal.

## Corollary 1: roughness and a flat-only match

Suppose $\Delta g=\lambda n$ on a flat reference facet normal to $z$, with $\lambda\neq0$. Then $\phi=\lambda z+\phi_0$: on a surface of continuously varying height, registry is lost through height. On flat terraces separated by atomic steps of height $s$, the terraces all keep the same phase if $\lambda s$ is an integer, and the result below does not apply to them. For the corrugation $z=h\sin(2\pi x/\Lambda)$, set $v=2\pi x/\Lambda$. With $\phi_0=0$, the phase factor averaged over projected area is

$$C=\frac1{2\pi}\int_0^{2\pi}e^{2\pi i\lambda h\sin v}\,dv=J_0(2\pi\lambda h),$$

by the integral representation of the Bessel function. The wavelength drops out. For small $|\lambda|h$, the linear term averages to zero and $\sin^2v$ averages to one half, giving

$$C\approx1-\frac{(2\pi\lambda h)^2}{4}=1-(\pi\lambda h)^2 .$$

Axiotaxy has $\lambda=0$ and $C=1$ for every amplitude. A negative $C$ can be made positive by a half-turn rigid shift, so $|C|$ measures the remaining registry.

## Corollary 2: small errors in spacing and angle

Let the plane normals differ by an angle $\omega$. The law of cosines gives

$$|\Delta g|^2=\frac1{d_s^2}+\frac1{d_f^2}-\frac{2\cos\omega}{d_sd_f}.$$

For two interface points, $\phi(r_2)-\phi(r_1)=\Delta g\cdot(r_2-r_1)$. The net phase change depends on the endpoints and not on the path between them. If the interface piece has diameter $D$, meaning its greatest point-to-point distance, the Cauchy–Schwarz inequality bounds the phase range by $|\Delta g|D$, whatever the shape.

For parallel planes with $d_f=(1+\varepsilon)d_s$ and $\varepsilon>0$,

$$|\Delta g|=\frac1{d_s}-\frac1{(1+\varepsilon)d_s}=\frac{\varepsilon}{(1+\varepsilon)d_s}=\frac{\varepsilon}{d_f}.$$

One full turn is lost over the beat length $d_f/\varepsilon$ measured along $g_s$. Near-axiotaxy therefore tolerates curvature over regions much smaller than $1/|\Delta g|$.

## Worked example

The substrate is a model face-centred cubic lattice with cubic edge 10 bohr. The film is primitive orthorhombic with $a=9.6$ and $b=6.4$ bohr. Its third edge is set by equality of the substrate (202) and film (211) spacings:

$$\frac1{c^2}=\frac{8}{10^2}-\frac4{9.6^2}-\frac1{6.4^2},\qquad c=9.060\ \text{bohr}.$$

Spacings measured from explicit lattice points are both 3.5355 bohr. The parameters represent no particular material.

**Flat facets.** On (001), $\theta_s=45^\circ$ and the trace period is $3.5355/\sin45^\circ=5.000$ bohr. On (111), $\theta_s=35.26^\circ$ and it is 6.124 bohr. A numerical search finds two equal-spacing matches on each facet, but one vector common to both: $g_f=g_s$.

A film spacing of 3.429 bohr, 3% below the substrate value, can also match (001) if its planes tilt by $1.69^\circ$. The solution sets for the two facets then have no common member; their closest vectors differ by 0.0106 bohr$^{-1}$. A spacing of 5.2 bohr exceeds the 5.0 bohr trace period, and the search finds no match, as Lemma 2 requires.

**Roughness.** The equal-spacing mirror match on (001) has $\lambda=-0.400$ bohr$^{-1}$. On a smooth corrugation its mean (202) phase factor falls to 0.643 at an amplitude of 0.5 bohr and to $-0.055$ at 1 bohr. These amplitudes are far below the substrate (001) layer spacing of 5 bohr, and for steps of that height $\lambda s=-2$, so terraces cut from substrate layers keep the phase. The reason is that here the mirror vector is $(2,0,-2)/10$ bohr$^{-1}$, a substrate reciprocal vector: this film loses registry with (202) but is axiotaxial with $(20\bar2)$. It illustrates the loss for one family, not a flat-only orientation. The tilted match has the much smaller $\lambda=0.0122$ bohr$^{-1}$. It keeps 0.859 at 10 bohr but 0.057 at 30 bohr. A flat-only match can thus survive gentle roughness when $|\lambda|h$ is small.

Registry with a given family can also be measured when film lattice points are selected in a shell 0.8 bohr thick around a corrugated surface of amplitude 6 bohr. Registry is here the magnitude of the average of $e^{2\pi i g_s\cdot R}$ over the film points $R$. For axiotaxy it is 1.000 at all three tested values of $\psi$, since $g_s\cdot R=g_f\cdot R$ is an integer at each point. The corresponding average for the substrate (111) vector is at most 0.02 at these three rotations, so they show no second match with that vector on the corrugated surface; other values of $\psi$ give larger averages, up to about 0.3. This average does not test for matches confined to a flat facet.

For the mirror film at $\psi=0.70$ rad the (202) registry is 0.847 on the flat surface and 0.005 on the corrugated one. Because the sample of points is finite, only the smallness of the second value is significant. The registry of the same film with $(20\bar2)$ is one on both surfaces, since that vector equals $g_f$. The flat value is below one because the shell has finite thickness $t$. For uniformly distributed heights the expected factor is $\sin(\pi\lambda t)/(\pi\lambda t)\approx0.84$.

**A near-coincidence.** Among reciprocal vectors not collinear with $g_s$ and shorter than 0.30 bohr$^{-1}$, no second pair is closer than film $(0,-1,-1)$ with substrate $(-2,0,0)$. Its least mismatch is 0.0120 bohr$^{-1}$, corresponding to a beat length of $1/0.0120\approx83$ bohr. The substrate vector $(0,0,-2)$ has the same parallel component and perpendicular length, so it gives the same mismatch at a $\psi$ half a turn away. At either of these special angles, small regions may therefore show approximate matching of a second plane family. The 83 bohr length is measured along the mismatch vector. On (001), and on the corrugation and arc used here, the substrate (200) traces are parallel to the (202) traces, so no second in-plane direction results; on (111) they cross at $60^\circ$ and the in-plane beat length is about 144 bohr. The cutoff is part of this result: raising it to 0.5 bohr$^{-1}$ admits film $(-1,3,-1)$ with substrate $(-2,-2,4)$, whose least mismatch is 0.0043 bohr$^{-1}$.

**Curvature.** On an arc of radius 20000 bohr, the local trace period is 3.82 bohr at an arc angle of $-0.4$ rad, 5.00 bohr at zero and 9.40 bohr at $+0.4$ rad. It grows as the surface turns towards the planes. With axiotaxy the film has the same changing period.

Now let the film spacing be 1% too large. The beat length is $1.01\times3.5355/0.01=357$ bohr. Between arc angles $-0.6$ and $+0.6$ rad, the chord has length $2\times20000\sin0.6\approx22586$ bohr, and the lost phase is

$$\frac{22586\cos45^\circ}{357.1}\approx44.7\ \text{turns}.$$

Direct counting for one choice of the plane offsets gives a difference of 45 planes along both the arc and its chord, consistent with path independence; other offsets give 44, 45 or 46 through integer end effects.

A spacing error of 0.5% combined with an angular error of $0.5^\circ$ gives $|\Delta g|=0.00284$ bohr$^{-1}$ and a beat length of 353 bohr. On a sphere of diameter 100 bohr the phase range is 0.284 turn. Registry is then only approximate, because the diameter is more than a quarter of the beat length.

## From registry to energy

The theorem concerns geometry. To connect it with stability, consider a model in which the registry-dependent energy per area is $-w(n)\cos2\pi[\phi-\phi_*(n)]$, with $w(n)>0$. Here $\phi_*(n)$ is the preferred phase on a facet of normal $n$. If $\phi_*$ is independent of $n$, axiotaxy allows one rigid shift to minimise this term on every facet. If $\phi_*$ varies by other than whole turns, the phase is still uniform but cannot be optimal everywhere.

Thus one-dimensional matching *can* persist energetically along a curved interface, but equal plane spacing does not prove that it will. Chemical bonding, atomic relaxation, strain and competing orientations determine $w$, $\phi_*$ and the remaining interface energy. They must be calculated for the actual materials. For the initial choice of orientation, a smoothly curved or multiply faceted interface calls for comparison of the full vector $g_f$ with every substrate reciprocal vector of similar length; a trace match on one facet is insufficient. The numerical output below lists the values used in the example.

## Numbers as computed

```
substrate cubic edge: 10.000 bohr
film edges a, b, c: 9.600, 6.400, 9.05983 bohr
substrate (202) spacing from points: 3.53553 bohr
film (211) spacing from points: 3.53553 bohr
length of common g: 0.282843 1/bohr
facet 001: theta = 45.000 deg, trace period = 5.00000 bohr
facet 111: theta = 35.264 deg, trace period = 6.12372 bohr
equal-spacing solutions on each facet: 2, 2
solutions common to both facets: 1
unequal film spacing: 3.42947 bohr
unequal spacing, closest facet solutions: 0.010584 1/bohr
film spacing tested with no (001) match: 5.200 bohr
mirror match: lambda = -0.400000 1/bohr
  amplitude 0.5 bohr: mean phase factor 0.64251
  amplitude 1.0 bohr: mean phase factor -0.05496
  amplitude 6.0 bohr: mean phase factor -0.03045
tilted match: lambda = 0.012191 1/bohr
  amplitude 10.0 bohr: mean phase factor 0.85861
  amplitude 30.0 bohr: mean phase factor 0.05666
tilt of unequal-spacing planes: 1.6941 deg
corrugation: amplitude 6.0 bohr, wavelength 200.0 bohr
atom shell thickness: 0.80 bohr
psi 0.37 rad, 223 atoms: registry (202) 1.00000, (111) 0.00910
psi 0.70 rad, 233 atoms: registry (202) 1.00000, (111) 0.00960
psi 1.91 rad, 229 atoms: registry (202) 1.00000, (111) 0.01927
mirror film atom registry, flat / corrugated: 0.84676 / 0.00475
reciprocal cutoff for second match: 0.30 1/bohr
closest second pair: film [0, -1, -1], substrate [-2, 0, 0]
least second-pair mismatch: 0.012042 1/bohr
arc angle -0.4 rad: local trace period 3.8154 bohr
arc angle 0.0 rad: local trace period 5.0006 bohr
arc angle 0.4 rad: local trace period 9.4003 bohr
arc radius: 20000 bohr; spacing excess: 1.00 %
plane-count difference, arc / chord / phase: 45 / 45 / 44.724
aligned-plane beat length: 357.089 bohr
combined errors: spacing 0.50 %, angle 0.50 deg
combined mismatch |delta g|: 0.0028359 1/bohr
combined-error beat length: 352.626 bohr
phase range on sphere of diameter 100 bohr: 0.28358 turns
```
